# Topping Depolarisation of Adsorbed Precursor Dipoles on a Square Lattice

**Q.** Precursor molecules sit on a surface, all with their dipoles pointing the same way. You say that they weaken one another. But dipoles in a line, head to tail, strengthen one another. Why should a layer be different?

**A.** The direction of the dipoles relative to the line joining them decides it, so we need the field of a dipole. I use atomic units in the algebra, with $4\pi\varepsilon_0=1$, so that a polarisability is a volume. Put charges $+Q$ at $\mathbf d/2$ and $-Q$ at $-\mathbf d/2$. The field at $\mathbf r$ is

$$\mathbf E=Q\left[\frac{\mathbf r-\mathbf d/2}{|\mathbf r-\mathbf d/2|^3}-\frac{\mathbf r+\mathbf d/2}{|\mathbf r+\mathbf d/2|^3}\right].$$

For $d\ll r$, $|\mathbf r\mp\mathbf d/2|^2\approx r^2\mp\mathbf r\cdot\mathbf d$, and hence

$$|\mathbf r\mp\mathbf d/2|^{-3}\approx r^{-3}\left(1\pm\frac{3\,\mathbf r\cdot\mathbf d}{2r^2}\right).$$

To first order in $\mathbf d$ the terms in $\mathbf r$ alone cancel, and the others add in pairs. With $\mathbf p=Q\mathbf d$,

$$\mathbf E=\frac{3(\mathbf p\cdot\mathbf r)\mathbf r-r^2\mathbf p}{r^5}.$$

If $\mathbf r$ lies along $\mathbf p$, this is $+2\mathbf p/r^3$, which is your head-to-tail case. If the dipole stands normal to the surface and its neighbour is at distance $R$ in the same plane, then $\mathbf p\cdot\mathbf r=0$ and $\mathbf E=-\mathbf p/R^3$. Field lines that leave the top of one molecule come down through its neighbours, and push their charge against the dipole already there.

**Q.** One neighbour does little at that distance. The layer has very many, and the dipole field has a long range. Does the sum even converge?

**A.** In a plane it does. Take identical normal dipoles $p$ on an infinite square lattice of spacing $a$. The field at one site from all the others is

$$E=-\frac{S\,p}{a^3},\qquad S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}}.$$

A ring of radius $\rho$ and width $d\rho$, in units of $a$, holds about $2\pi\rho\,d\rho$ sites. The part of the sum beyond radius $\rho_0$ is therefore about

$$\int_{\rho_0}^{\infty}\frac{2\pi\rho\,d\rho}{\rho^3}=\frac{2\pi}{\rho_0}.$$

All terms are positive, so the sum converges absolutely and its order does not matter. Summation out to $\rho_0=400$ gives $9.0179$. The tail adds $2\pi/400=0.0157$, and $S=9.0336$. The four nearest neighbours supply 4 of this, so more than half of the field comes from farther away.

**Q.** You used the same $p$ for the source and for the molecule that responds. The neighbours are weakened too, so they produce a weaker field, which weakens the first molecule less. Where does this end?

**A.** It ends where the dipole and the field agree. Let $\mu_0>0$ be the dipole of an isolated adsorbed molecule and $\alpha>0$ its polarisability along the normal. I assume a linear response, $p=\mu_0+\alpha E$, with $\mu_0$ and $\alpha$ independent of coverage. Inserting the field gives

$$p=\mu_0-\frac{\alpha S}{a^3}\,p
\quad\Longrightarrow\quad
\left(1+\frac{\alpha S}{a^3}\right)p=\mu_0,$$

and therefore

$$p=\frac{\mu_0}{1+\alpha S/a^3}=\frac{\mu_0}{1+S\alpha n^{3/2}}.$$

The second form uses the number of molecules per area, $n=1/a^2$, so that $a^{-3}=n^{3/2}$. This is Topping's formula. Its two derivatives are

$$\frac{\partial p}{\partial\alpha}=-\frac{\mu_0Sn^{3/2}}{(1+S\alpha n^{3/2})^2},\qquad
\frac{\partial p}{\partial n}=-\frac{3}{2}\,\frac{\mu_0S\alpha n^{1/2}}{(1+S\alpha n^{3/2})^2}.$$

Both are negative, so each dipole falls as the layer becomes denser or the molecules more polarisable. For $\alpha=0$ the derivative with respect to $n$ vanishes: the opposing field is still there, but rigid molecules do not respond to it. In a dilute layer $p\approx\mu_0(1-S\alpha n^{3/2})$. The feedback you describe is the difference between this straight line in $\alpha$ and the full fraction, and it makes the reduction milder.

**Q.** You found a solution by assuming that all dipoles are equal. Perhaps the layer would rather make alternate dipoles large and small.

**A.** In a model of point dipoles that can happen, and it limits the formula. We need an energy for unequal dipoles $p_i$. Changing a dipole from $\mu_0$ to $p_i$ costs $(p_i-\mu_0)^2/(2\alpha)$. This is the right cost for a linear response, because minimising it together with $-p_iE$ returns $p_i=\mu_0+\alpha E$. A pair has the energy $-p_iE_j=p_ip_j/R_{ij}^3$, so

$$W=\sum_i\frac{(p_i-\mu_0)^2}{2\alpha}+\frac12\sum_{i\neq j}\frac{p_ip_j}{R_{ij}^3}.$$

Setting $\partial W/\partial p_i=0$ gives the self-consistency condition at each site. Now add deviations $\delta_i$, repeating in a cell of any finite size. The first-order change vanishes at the uniform solution. The second-order change separates into lattice waves, and a wave with phase steps $q_x,q_y$ per site has the stiffness

$$\frac1\alpha+T(\mathbf q),\qquad
T(\mathbf q)=\frac1{a^3}\sum_{(i,j)\neq(0,0)}\frac{\cos(q_xi+q_yj)}{(i^2+j^2)^{3/2}}.$$

If this is positive for every $\mathbf q$, $W$ is a bowl with a single stationary point, its minimum.

**Q.** Then you must know the lowest $T(\mathbf q)$. A checkerboard looks plausible, but looking plausible is no proof.

**A.** The proof rests on turning the two-dimensional sum into products. For $r>0$,

$$\frac1{r^3}=\frac{2}{\sqrt\pi}\int_0^\infty t^{1/2}e^{-tr^2}\,dt .$$

Insert this with $r^2=i^2+j^2$. Absolute convergence allows sum and integral to be exchanged, and the sine parts cancel between $i$ and $-i$. With $x=e^{-t}$,

$$a^3T(\mathbf q)=\frac{2}{\sqrt\pi}\int_0^\infty t^{1/2}\left[g(q_x)g(q_y)-1\right]dt,\qquad
g(q)=\sum_{m=-\infty}^{\infty}x^{m^2}\cos mq .$$

The $-1$ removes the origin. It remains to show that $g$ is positive and least at $q=\pi$. Consider

$$F(z)=\prod_{k=1}^{\infty}(1+x^{2k-1}z)(1+x^{2k-1}/z).$$

Replacing $z$ by $x^2z$ removes the factor $1+xz$ from the first set and adds $1+1/(xz)$ to the second. Their ratio is $[1+1/(xz)]/(1+xz)=1/(xz)$, so $F(x^2z)=F(z)/(xz)$. Write $F(z)=\sum_mc_mz^m$, which is possible because the product converges for all $z\neq0$. Comparing the coefficients of $z^m$ gives

$$x^{2m}c_m=\frac{c_{m+1}}x\quad\Longrightarrow\quad c_{m+1}=x^{2m+1}c_m\quad\Longrightarrow\quad c_m=c_0x^{m^2},$$

since $m^2+2m+1=(m+1)^2$. Thus $F(e^{iq})=c_0\,g(q)$. At $q=0$ both $F$ and $g$ are positive, so $c_0>0$. On the other hand, each pair of factors in $F(e^{iq})$ equals

$$|1+x^{2k-1}e^{iq}|^2=1+2x^{2k-1}\cos q+x^{4k-2},$$

which is positive and least at $q=\pi$. The same then holds for $g$, for every $t$, and $T$ is least at $q_x=q_y=\pi$. That is the checkerboard.

Its value follows from geometry. Sites with $i+j$ even form a square lattice of spacing $\sqrt2\,a$, so they contribute $S/2^{3/2}$. The odd sites contribute the rest, with a minus sign:

$$a^3T_{\min}=\frac{S}{2^{3/2}}-\left(S-\frac{S}{2^{3/2}}\right)=-\left(1-\frac1{\sqrt2}\right)S=-2.646 .$$

The uniform layer is stable against changes of the normal dipoles if

$$\frac{\alpha}{a^3}<\frac{1}{(1-1/\sqrt2)S}=0.378 .$$

At this limit $\alpha S/a^3=1/(1-1/\sqrt2)=2+\sqrt2$, so within the range that is stable against normal changes $p$ stays above $\mu_0/(3+\sqrt2)\approx0.23\,\mu_0$. For molecules equally polarisable in the plane the range ends earlier, at $\alpha/a^3=0.196$ (see below), where $p=0.36\,\mu_0$. The formula's decay towards zero at very large $\alpha$ is therefore outside its own regime. Beyond the limit the linear point-dipole model has no energy minimum. This does not show that a real layer would form a checkerboard. At so strong a coupling the spacing is no longer large compared with the molecules themselves, so the shape of their charge has to be included, as well as any nonlinear response. Charge extended along the normal weakens the coupling between neighbours, whereas charge spread out in the plane can strengthen it.

**Q.** Can I see this without trusting waves on an infinite lattice?

**A.** Yes. Take a finite open patch and solve for every dipole separately. I choose round model values, tied to no particular precursor: $\mu_0=0.5$ e Å, $\alpha=10$ Å$^3$, and $a_1=6$ Å at full coverage. For the infinite lattice,

$$\frac{\alpha S}{a_1^3}=\frac{10\times9.0336}{216}=0.418,\qquad
p=\frac{0.5}{1.418}=0.353\ \text{e Å},$$

or 0.666 atomic units. The dipole is 29% below its isolated value. These are point-dipole values. A molecule with this polarisability is several Å long, which is not small against 6 Å. If each dipole is a pair of charges 4.5 Å apart along the normal, $S$ falls to 7.49, $p$ rises to 0.371 e Å and the potential step found below rises from 1.77 to 1.87 V. In a patch of 49 by 49 molecules the centre has 0.355 e Å and a corner 0.437 e Å. The corner has fewer neighbours and keeps more of its dipole. The centre lies slightly above the infinite-lattice value because the distant neighbours are missing. Extrapolating three patch sizes brings it to 0.353 e Å. This was tested for three couplings, with agreement required within 0.2%. In a periodic cell the energy was also tested against a weak checkerboard ripple: the ripple raises it 5% below the stability limit and lowers it 5% above.

**Q.** How quickly does the effect set in with coverage?

**A.** Let $\theta=(a_1/a)^2$ be the coverage relative to the full layer. For ordered square layers $a^{-3}=\theta^{3/2}a_1^{-3}$, so the onset is slow. The coverages below can all be built on one square array of sites, with spacings $3a_1$, $2a_1$, $\sqrt2a_1$ and $a_1$.

| $\theta$ | $p$ (e Å) | potential step (V) | repulsion (eV) |
|---|---|---|---|
| 1/9 | 0.492 | 0.275 | 0.003 |
| 1/4 | 0.475 | 0.597 | 0.009 |
| 1/2 | 0.436 | 1.095 | 0.023 |
| 1 | 0.353 | 1.772 | 0.053 |

The loss relative to the isolated dipole is under 2% at one ninth of a layer and 13% at half a layer. At full coverage, raising $\alpha$ from 0 through 5, 10 and 20 to 40 Å$^3$ lowers $p$ from 0.500 through 0.414, 0.353 and 0.272 to 0.187 e Å. All these values lie below the checkerboard limit, which is 82 Å$^3$ at this spacing.

**Q.** What is the repulsion in the last column, and does polarisation increase it?

**A.** It is $W$ per molecule, relative to isolated adsorbed molecules. For equal dipoles, use $p-\mu_0=-\alpha Sp/a^3$:

$$\frac WN=\frac{1}{2\alpha}\left(\frac{\alpha Sp}{a^3}\right)^2+\frac{Sp^2}{2a^3}
=\frac{Sp^2}{2a^3}\left(1+\frac{\alpha S}{a^3}\right)=\frac{S\mu_0p}{2a^3}.$$

The last step uses $(1+\alpha S/a^3)p=\mu_0$. Rigid dipoles would have $S\mu_0^2/(2a^3)$, which is larger by $\mu_0/p$. Polarisation therefore reduces the repulsion: the molecules pay to shrink their dipoles and gain more than they pay. To obtain eV, multiply by $e^2/(4\pi\varepsilon_0)=14.40$ eV Å. At full coverage this gives $\tfrac12\times9.0336\times0.5\times0.3526/216\times14.40=0.053$ eV.

**Q.** The potential step keeps growing in your table although each dipole shrinks. Is that consistent?

**A.** Yes, because the step depends on the number of dipoles as well. Averaged over the plane, the charge pairs become two sheets with charge densities $\pm nQ$ at distance $d$. The field between them is $4\pi nQ$, so the step is

$$\Delta\phi=4\pi nQd=4\pi np=\frac{4\pi n\mu_0}{1+S\alpha n^{3/2}} .$$

If the positive end points outward, the potential outside is higher and an electron there has a lower energy, so the work function falls by $e\Delta\phi$. At full coverage, $4\pi\times0.3526/36\times14.40=1.77$, a lowering of 1.77 eV. Without the response it would be 2.51 eV. The images of the neighbours in the substrate are left out here; they weaken upright dipoles further and make the lowering smaller than 1.77 eV.

For point dipoles the step does have a maximum, although at a density where the finite size of the molecules matters. For charge extended along the normal the maximum moves to smaller spacings, about 2.5 Å for charges 3 Å apart in our example, where real molecules cannot be packed. With $K=S\alpha$,

$$\frac{d}{dn}\,\frac{n}{1+Kn^{3/2}}=\frac{1+Kn^{3/2}-\tfrac32Kn^{3/2}}{(1+Kn^{3/2})^2}=\frac{1-\tfrac12Kn^{3/2}}{(1+Kn^{3/2})^2}.$$

It vanishes at $S\alpha n^{3/2}=2$, where each dipole is $\mu_0/3$. There $\alpha/a^3=2/S=0.22$, inside the range that is stable against normal changes. Past this density, squeezing the whole layer closer together weakens the dipoles by more than the higher density gains. In the same point-dipole model, molecules that are equally polarisable in the plane do not get this far as a uniform upright layer. In-plane dipoles in head-to-tail rows, with the direction alternating from row to row, support one another with a field of $5.10\,p/a^3$, so they grow spontaneously once $\alpha/a^3>1/5.10=0.196$. In our example the maximum would need a spacing of 3.56 Å, or 2.8 full layers' worth of molecules in one plane. It is out of reach, and the step rises over the whole table.

**Q.** Real precursors may tilt as they adsorb. Does the layer still depolarise them?

**A.** The normal component, yes; the in-plane component is enhanced if all molecules tilt alike and the substrate forms no images. Suppose that all molecules tilt by the same angle $\tau$ from the normal and in the same direction, and let $\alpha$ now be isotropic. An in-plane dipole along $x$ produces at a site the total field

$$E_x=p_x\sum\frac{3x^2-r^2}{r^5}=p_x\left(\frac32-1\right)\frac S{a^3}=+\frac{S}{2a^3}\,p_x .$$

Here $x$ and $y$ are equivalent on the square lattice, so $\sum x^2/r^5=\tfrac12\sum1/r^3$. Terms in $xy$ cancel by reflection, so the result holds for any in-plane direction. Normal and in-plane components do not mix, because all sites have $z=0$. With $s=\alpha S/a^3$,

$$p_\perp=\frac{\mu_0\cos\tau}{1+s},\qquad p_\parallel=\frac{\mu_0\sin\tau}{1-s/2}.$$

The head-to-tail neighbours of your first question now win over those at the side. Both lattice fields, $-S$ and $+S/2$, were tested by summing the Coulomb fields of explicit charge pairs.

The length of the dipole is unchanged when $A\cos^2\tau+B\sin^2\tau=1$, with $A=(1+s)^{-2}$ and $B=(1-s/2)^{-2}$. Replacing $\cos^2\tau$ by $1-\sin^2\tau$ gives

$$\sin^2\tau=\frac{1-A}{B-A}.$$

For small $s$, $A\approx1-2s$ and $B\approx1+s$, so $\sin^2\tau\to2/3$ and $\tau\to54.7^\circ$. At full coverage in our example the two factors are 0.705 and 1.264, hence $A=0.497$, $B=1.599$ and $\tau=42.5^\circ$. Molecules tilted further have a larger total dipole than isolated ones, although the normal part, which sets the potential step, is still reduced.

**Q.** An enhancement can run away. Is the tilted layer stable?

**A.** Against runaway of the induced dipoles, with the orientation of the molecules held fixed by the surface and no images in the substrate, a simple bound settles it here. Rotation of the molecules is a separate matter. For rigid dipoles tilted along a lattice axis, the alternating rows with $5.10$ beat the uniform $S/2=4.52$, so the dipole forces alone would turn neighbouring rows in opposite senses. The coupling between two dipoles at distance $R$ is at most $2/R^3$ in size, the head-to-tail value. For deviations $\boldsymbol\delta_i$, use $|\boldsymbol\delta_i||\boldsymbol\delta_j|\le\tfrac12(\delta_i^2+\delta_j^2)$. The second-order energy then obeys

$$W_2\ge\sum_i\frac{\delta_i^2}{2\alpha}-\frac12\sum_{i\ne j}\frac{2|\boldsymbol\delta_i||\boldsymbol\delta_j|}{R_{ij}^3}\ge\frac12\left(\frac1\alpha-\frac{2S}{a^3}\right)\sum_i\delta_i^2 .$$

So $\alpha/a^3<1/(2S)=0.0553$ is sufficient, and the example has 0.0463. This is a safe bound. The actual threshold is higher: among all in-plane lattice waves the alternating rows give the largest field, $5.10\,p/a^3$, so for isotropic $\alpha$ the limit is $\alpha/a^3=0.196$. The same caution applies to upright molecules: the limit 0.378 concerns their normal response. If they are also strongly polarisable in the plane, in-plane stability needs its own check. The simple bound does not cover 20 and 40 Å$^3$ at full coverage, but their couplings, 0.093 and 0.185, lie below 0.196.

**Q.** Your partial layers are perfectly ordered. A precursor may stick wherever it lands.

**A.** Then the power of $\theta$ changes. Let the sites have the fixed spacing $a_1$ and be occupied at random. Around an occupied site, every other site holds a molecule with probability $\theta$. To first order in $\alpha$ the sources may be given their isolated dipole, and the mean field is $-\theta S\mu_0/a_1^3$. Thus

$$\langle p\rangle\approx\mu_0\left(1-\frac{\alpha S\,\theta}{a_1^3}\right)\ \text{(random)},\qquad
p\approx\mu_0\left(1-\frac{\alpha S\,\theta^{3/2}}{a_1^3}\right)\ \text{(ordered)}.$$

Since $\theta>\theta^{3/2}$ below full coverage, the random layer is depolarised more: it leaves some molecules close together, which the ordered layer avoids. Solving the full equations for 40 random arrangements at each coverage gives a mean dipole of 0.453 e Å at $\theta=1/4$, against 0.475 ordered, and 0.414 against 0.436 at $\theta=1/2$. If the molecules instead gather in large islands of spacing $a_1$, those well inside an island have nearly the full-coverage dipole already, and added coverage mostly enlarges the islands. A measured dependence on $\theta$ therefore carries information about the arrangement as well as about $\alpha$.

**Q.** And the surface itself? So far it has been a shelf.

**A.** That is a serious omission if the substrate is a metal, and often also for a semiconductor or an oxide. A dielectric of relative permittivity $\varepsilon$ forms images of the same sign as a metal does, multiplied by $(\varepsilon-1)/(\varepsilon+1)$, which is about 0.84 for silicon. I take the metal here. A charge $+Q$ at height $h$ above a flat conductor has an image $-Q$ at depth $h$. For an upright dipole both the charges and their order are reversed, so the image points the same way as the dipole. A molecule's own image can be absorbed into $\mu_0$ and $\alpha$, as properties of the isolated adsorbed molecule. The images of its neighbours cannot. For $R\gg h$ each neighbour and its image together give about $-2p/R^3$, twice the field used here. Close neighbours need the true heights, so $S$ becomes a sum that depends on $h/a$. For tilted molecules the image of the in-plane component points the opposite way. At $R\gg h$ it cancels the neighbour's in-plane field to leading order, so the in-plane enhancement found above is mostly lost when $h\ll a$. At larger $h/a$ the cancellation is incomplete and part of the enhancement remains.

Two further conditions concern the molecules. The point-dipole field requires their charge separation, and the extent of the charge that responds, to be small compared with $a$, and $\mu_0$ must not change through chemistry, for example when crowding alters the bond to the surface. Where these conditions hold, the sign of the effect for upright molecules is fixed by geometry. Its relative size depends on $\alpha/a^3$, on the arrangement and size of the molecules and, over a substrate that forms images, on $h/a$ and on its permittivity. The numerical output below gives the values for the model layer.

## Calculated quantities

```
isolated dipole mu0 = 0.500 e angstrom
polarisability alpha = 10.0 angstrom^3
spacing at full coverage = 6.0 angstrom
e^2/(4 pi eps0) = 14.3996 eV angstrom
lattice sum inside radius 400 = 9.01791
lattice sum S with tail = 9.0336
S from zeta functions = 9.0336
charge-pair field, normal = -9.033 p/a^3
charge-pair field, in plane = 4.517 p/a^3
alpha/a^3 at full coverage = 0.0463
S alpha/a^3 at full coverage = 0.4182
ordered layers at alpha above:
theta 0.111: a = 18.000 angstrom, p = 0.4924 e angstrom
  potential step = 0.275 eV/e, without response 0.279
  repulsion energy = 0.0027 eV per molecule
theta 0.250: a = 12.000 angstrom, p = 0.4752 e angstrom
  potential step = 0.597 eV/e, without response 0.628
  repulsion energy = 0.0089 eV per molecule
theta 0.500: a = 8.485 angstrom, p = 0.4356 e angstrom
  potential step = 1.095 eV/e, without response 1.257
  repulsion energy = 0.0232 eV per molecule
theta 1.000: a = 6.000 angstrom, p = 0.3526 e angstrom
  potential step = 1.772 eV/e, without response 2.513
  repulsion energy = 0.0531 eV per molecule
full-coverage p = 0.6662 e bohr (atomic units)
full coverage, other polarisabilities:
alpha 0 angstrom^3: p = 0.5000 e angstrom
alpha 5 angstrom^3: p = 0.4135 e angstrom
alpha 10 angstrom^3: p = 0.3526 e angstrom
alpha 20 angstrom^3: p = 0.2723 e angstrom
alpha 40 angstrom^3: p = 0.1871 e angstrom
open 49x49 patch: centre p = 0.3552 e angstrom
open 49x49 patch: corner p = 0.4369 e angstrom
patch extrapolated centre p = 0.3526 e angstrom
checkerboard sum = -2.6459
stability limit of alpha/a^3 = 0.3779
stability limit of alpha = 81.6 angstrom^3 at full
largest step at density = 0.0788 angstrom^-2
  spacing there = 3.561 angstrom
  theta there = 2.838
random theta 0.25: slope 2.262, theta*S 2.258
  mean p random 0.4533, ordered 0.4752 e angstrom
random theta 0.50: slope 4.514, theta*S 4.517
  mean p random 0.4144, ordered 0.4356 e angstrom
tilt of unchanged length = 42.5 degrees
same tilt, weak coupling = 54.7 degrees
in-plane enhancement factor = 1.2644
normal reduction factor = 0.7051
sufficient limit of alpha/a^3, tilted = 0.0553
```
